# Column lengths from the slope and curvature of the Warren-Averbach size coefficient, part 2

The task is to find the lengths of coherently scattering columns in crystallites from the shape of an X-ray diffraction peak. Columns run along the diffraction vector and have equal cross-sections. Their length is \(L\), with area-weighted distribution \(p(L)\) and mean \(\langle L\rangle\); angle brackets around a function of \(L\) denote an average with \(p\). The fraction of columns longer than \(L\) is \(Q(L)\).

The offset from the Bragg point is \(s\), in reciprocal length without a factor \(2\pi\). The profile \(I(s)\) has unit area and cosine coefficient \(A(L)=\int_{-\infty}^{\infty} I(s)\cos(2\pi sL)\,ds\). For size broadening alone and unbroken columns, this is the size coefficient \(A_S(L)\), which obeys

\[
A_S(L)=\frac{1}{\langle L\rangle}\int_L^\infty Q(u)\,du,\qquad
A_S'(0^+)=-\frac1{\langle L\rangle},\qquad
A_S''(L)=\frac{p(L)}{\langle L\rangle}. \tag{15}
\]

The size profile and, for a smooth distribution, its tail law are

\[
I(s)=\frac{\langle\sin^2(\pi sL)\rangle}{\pi^2s^2\langle L\rangle}
=\frac{1-\langle\cos(2\pi sL)\rangle}{2\pi^2s^2\langle L\rangle}. \tag{12}
\]

\[
I(s)\to\frac{1}{2\pi^2\langle L\rangle s^2}. \tag{13}
\]

The integral breadth is the area of the profile divided by its height. For the size profile its reciprocal is the volume-weighted mean \(L_V=\langle L^2\rangle/\langle L\rangle\).

For spheres of one diameter \(D\),

\[
A_S=\frac{3}{2D}\int_L^D\left(1-\frac{u^2}{D^2}\right)du
=1-\frac{3L}{2D}+\frac{L^3}{2D^3}. \tag{16}
\]

For spheres with number density \(g(D)\), and an overbar for averages over grains,

\[
p(L)=\frac{2L}{\overline{D^2}}\int_L^\infty g(D)\,dD,\qquad
\langle L\rangle=\frac{\pi\overline{D^3}/6}{\pi\overline{D^2}/4}=\frac{2\,\overline{D^3}}{3\,\overline{D^2}}. \tag{17}
\]

If a gap interrupts a column, the curvature no longer gives the segment distribution and can be negative. The computed values include two lattice tests: a convex crystal (a tilted ellipsoid) and a hollow one (a sphere of outer radius 11 and inner radius 6 cells).

### A copper example

Consider log-normal spheres with median diameter \(m=40\) nm and logarithmic width \(\sigma=0.4\), observed at the 111 reflection. With \(D=m\,e^{\sigma u}\) and \(u\) a standard normal variable, completing the square gives \(\overline{D^k}=m^ke^{k^2\sigma^2/2}\). Therefore

\[
\langle L\rangle=\frac23\,m\,e^{(9-4)\sigma^2/2}=\frac23(40\ \text{nm})\,e^{0.4}=39.78\ \text{nm}=3.978\times10^{-8}\ \text{m}.
\]

The slope of the computed coefficient at the origin is \(-0.025137\) nm\(^{-1}\), whose negative reciprocal is the same length. For the breadth, multiplying \(p\) in (17) by \(L^2\) and integrating gives \(\langle L^2\rangle=\overline{D^4}/(2\,\overline{D^2})\). Hence

\[
L_V=\frac{3\,\overline{D^4}}{4\,\overline{D^3}}=\frac34\,m\,e^{7\sigma^2/2}=52.52\ \text{nm}.
\]

The number-mean grain diameter is 43.33 nm. These three lengths describe one and the same population. They differ through the weighting and through the geometrical factors of the sphere.

At \(L=20\) nm the curvature is \(4.3736\times10^{-4}\) nm\(^{-2}\). Multiplication by \(\langle L\rangle\) gives

\[
p=(4.3736\times10^{-4}\ \text{nm}^{-2})(39.78\ \text{nm})=0.01740\ \text{nm}^{-1},
\]

which agrees with the value from (17). The distribution has its maximum, 0.0208 nm\(^{-1}\), at about 30 nm. Other points are listed in the numerical output.

### Microstrain

Let \(\varepsilon\) be the mean strain over a stretch \(L\) of a column, measured from its average over the specimen. Let \(d=0.2078\) nm be the 111 spacing and \(l\) the order, with \(l=1\) for 111 and \(l=2\) for 222. If strain and column length are uncorrelated, the measured coefficient is

\[
A_l(L)=A_S(L)\,C_l(L),\qquad C_l(L)=\left\langle\cos\frac{2\pi lL\varepsilon}{d}\right\rangle_\varepsilon . \tag{18}
\]

At small \(L\), \(C_l\approx1-2\pi^2l^2L^2\langle\varepsilon^2\rangle/d^2\). If \(\langle\varepsilon^2\rangle\) stays bounded as \(L\to0\), the slope of \(C_l\) at the origin is zero and the initial slope of \(A_l\) is still \(-1/\langle L\rangle\). If \(\langle\varepsilon^2\rangle\) grew as \(1/L\), strain would contribute to the slope as well.

The curvature has no such protection:

\[
A_l''=A_S''C_l+2A_S'C_l'+A_SC_l''. \tag{19}
\]

For a Gaussian strain of rms value 0.10 %, independent of \(L\), reading \(p\) from the curvature of the 111 coefficient at 20 nm gives 0.02933 nm\(^{-1}\) instead of 0.01740. The excess comes from the middle term of (19), which is positive because both slopes are negative. The first term is reduced by \(C_1<1\). The last is negative here, because \(C_1''\) is negative while \((2\pi L\varepsilon_{\rm rms}/d)^2<1\), and this quantity is 0.37 at 20 nm.

Two orders allow a separation. For Gaussian strain \(C_l=e^{-l^2K(L)}\), with the same \(K\) at the same \(L\), so

\[
\frac{A_1^4}{A_2}=A_S^3\,e^{-4K+4K},\qquad A_S=\left(\frac{A_1^4}{A_2}\right)^{1/3}. \tag{20}
\]

This holds for any dependence of the strain variance on \(L\), and it returns \(p=0.01740\) nm\(^{-1}\) in the example.

The Gaussian assumption matters. Write \(q=2\pi L/d\) and let \(\kappa_4\) be the fourth cumulant of the strain. Its leading contribution to \(\ln C_l\) is \(\kappa_4l^4q^4/24\). In (20) this leaves an error

\[
\Delta\ln A_S=\frac{\kappa_4q^4}{24}\,\frac{4-16}{3}=-\frac{\kappa_4q^4}{6}. \tag{21}
\]

A flat distribution has \(\langle\varepsilon^4\rangle=9\varepsilon_{\rm rms}^4/5\), so \(\kappa_4=(9/5-3)\,\varepsilon_{\rm rms}^4=-6\varepsilon_{\rm rms}^4/5\). To leading order the recovered \(A_S\) is too large by the fraction \((q\varepsilon_{\rm rms})^4/5\), which is about 0.03 at 20 nm. Two differentiations magnify an error that grows as \(L^4\). Moreover, the phase in the second order is already \(2q\varepsilon_{\rm rms}\approx1.2\), so the higher cumulants are not negligible. The \(L^4\) term alone would raise the apparent \(p\) at 20 nm only to 0.0268 nm\(^{-1}\). With the full flat distribution of the same rms value, (20) gives \(p=0.05731\) nm\(^{-1}\) at 20 nm, more than three times the true value. The recovered size coefficient itself is only 4 % too large at 20 nm, yet its curvature there is useless. Beyond about 25 nm it even rises, which a pure size coefficient cannot do.

The slope is safer, but it must really be initial. A straight line from \(L=0\) to 10 nm gives 40.39 nm without strain and 35.57 nm with the Gaussian strain, against the true 39.78 nm. Strain should therefore be separated before a slope is fitted over a finite range.

### Planar faults and twins

Suppose that columns are cut at random places with mean rate \(r\) per unit length, and that the pieces do not interfere with each other. Two points a distance \(L\) apart remain in one piece with probability \(e^{-rL}\). The coefficient becomes \(A_Se^{-rL}\), and its initial slope is

\[
-\frac1{\langle L\rangle}-r . \tag{22}
\]

Equation (15) still applies, but it now describes the coherent pieces and not the grains.

A stacking fault is not a complete cut. It shifts the phase of the reflections it affects by \(2\pi/3\) in magnitude. For a small density of random faults, the coefficient of such a reflection then decays at about 1.5 times the rate at which its columns cross faults, and the peak is displaced. In that case \(r\) is an effective rate and not the number of faults crossed per unit length.

For twin boundaries on (111) planes a distance \(T\) apart, the four families of \{111\} reflections behave differently. The reflection whose diffraction vector is the twin axis is shared by both twin variants, so its columns are not cut. For the others, a half-turn about \([111]\) carries, for example, the reciprocal vector \((\bar111)\) into \((5/3,-1/3,-1/3)\). This is not a reciprocal-lattice point, so the neighbouring variant does not contribute at that Bragg condition. The angle between these columns and the boundary normal has the cosine \(1/3\), so the cuts occur at rate \(1/(3T)\). The powder average is

\[
r=\frac34\,\frac1{3T}=\frac1{4T}.
\]

With randomly placed boundaries at a mean spacing \(T=100\) nm, \(r=0.0025\) nm\(^{-1}\). The apparent mean column length is \(1/(0.025137+0.0025)=36.18\) nm, 9 % below the grain value.

### Instrument broadening

Convolution in \(s\) is multiplication in \(L\), so the measured coefficient must be divided by that of the instrument. A Lorentzian instrument profile of integral breadth \(\beta_I\) has the coefficient \(e^{-2\beta_IL}\), since \(2\int_0^\infty e^{-2\beta_IL}dL=1/\beta_I\). Left uncorrected, it adds \(2\beta_I\) to the inverse mean length.

From \(2\sin\theta/\lambda\), where \(2\theta\) is the scattering angle and \(\lambda\) the wavelength, the conversion of breadths is \(\Delta s=\cos\theta\,\Delta(2\theta)/\lambda\). With \(\lambda=0.154\) nm the size profile is \(0.181^\circ\) wide in \(2\theta\). An uncorrected Lorentzian instrument of only \(0.05^\circ\) lowers the apparent mean length from 39.78 to 28.04 nm, or by 30 %. The Lorentzian is a severe case for the slope. A Gaussian instrument has a smooth coefficient at \(L=0\) and leaves the initial slope unchanged, though it alters the curvature.

### Finite range and background

Let the profile be cut at \(\pm s_m\), and let its level at the cut be subtracted as background. The tail law gives the area lost outside the range,

\[
2\int_{s_m}^\infty\frac{ds}{2\pi^2\langle L\rangle s^2}=\frac1{\pi^2\langle L\rangle s_m}.
\]

The subtracted rectangle has the area \(2s_mI(s_m)\), which is the same amount. The total loss is

\[
f=\frac{2}{\pi^2\langle L\rangle s_m}. \tag{23}
\]

For a cut halfway to the 200 peak, \(s_m=(2-\sqrt3)/(2a)=0.3722\) nm\(^{-1}\) with lattice parameter \(a=0.36\) nm, and \(f=1.37\) %. Overlap with the tail of the 200 peak is left out of this estimate.

A profile confined to a finite range has a smooth, even cosine transform, so its slope at \(L=0\) is zero. The cusp is replaced by a rounded top, known as the hook effect. Its curvature follows by differentiating the cosine twice:

\[
A_{\rm cut}''(0)=-\frac{4\pi^2}{1-f}\int_{-s_m}^{s_m}s^2\left[I(s)-I(s_m)\right]ds .
\]

Except near the centre, \(s^2I\) equals \(1/(2\pi^2\langle L\rangle)\), so its integral is \(s_m/(\pi^2\langle L\rangle)\). The deviation at the centre is proportional to \(\int\langle\cos(2\pi sL)\rangle ds\). Over all \(s\) this integral equals \(p(0)/2\), which is zero for spheres. The subtracted level contributes \(\tfrac23s_m^3I(s_m)=s_m/(3\pi^2\langle L\rangle)\). The difference is \(2s_m/(3\pi^2\langle L\rangle)\), and the false distribution at the origin is

\[
p_{\rm false}(0)=\langle L\rangle A_{\rm cut}''(0)=-\frac{8s_m}{3(1-f)} . \tag{24}
\]

Direct integration of the truncated profile gives \(-1.006\) nm\(^{-1}\), about fifty times the height of the true maximum and of the wrong sign. Points with \(L\) comparable to \(1/s_m\), here about 3 nm, must therefore be left out. At larger \(L\) the truncated coefficient approaches \(A_S/(1-f)\). Extrapolated to \(L=0\), this curve meets the axis at \(1/(1-f)\), here 1.014, and dividing by that intercept restores the normalisation. The extrapolation must allow for the curvature of \(A_S\). Between 5 and 15 nm a straight line gives an intercept of only 1.007 and, after division, a mean length of 41.5 nm. A fit with a constant, a linear term and a term in \(L^3\), the form suggested by (16), gives 1.014 and 39.8 nm.

The curvature needs more care than the slope. The subtracted profile ends at \(s_m\) with a kink, which leaves a ripple of period \(1/s_m\) in the coefficient. Integration by parts with the tail law gives this ripple an amplitude of about \(2/(\pi^2s_mL^2)\) in \(p\) when the difference step is very small. At 10 nm this is 0.005 nm\(^{-1}\), more than half of \(p\) itself. A step of 4 nm, about one and a half ripple periods, reduces the ripple by a factor of about 17 at 10 nm and by slightly more than twenty from 20 nm on. A step equal to one period, \(1/s_m\approx2.7\) nm, suppresses it more strongly, by about 80 at 10 nm, at the cost of more noise.

### Noise

A second difference with step \(h\) combines three coefficients with factors 1, \(-2\) and 1. If their errors are independent with standard deviation \(\sigma_A\), the variances add to \(6\sigma_A^2\), and

\[
\sigma_p=\frac{\sqrt6\,\sigma_A\langle L\rangle}{h^2}. \tag{25}
\]

For \(\sigma_A=0.001\) and \(h=4\) nm this is 0.0061 nm\(^{-1}\), or 29 % of the maximum of \(p\). The finite step itself lowers the maximum from 0.02080 to 0.02072 nm\(^{-1}\), only 0.4 %. A larger step is therefore worth its bias here. Here \(\sigma_A\) is the error of the size coefficient after any strain separation, which amplifies the noise. With independent errors of 0.001 in the measured coefficients of both orders and the Gaussian strain used above, the same step gives a noise in \(p\) of about 0.011 nm\(^{-1}\) at 20 nm and 0.017 nm\(^{-1}\) at 30 nm. Coefficients computed from one profile can have correlated errors, in which case (25) must be replaced by propagation of their covariance matrix.

### Comparison with real interconnects

The grain size, microstrain, twin spacing, lattice parameter and wavelength used above are rough values for fine-grained copper, not measurements. Real copper lines and films depart from the spherical, untextured model. For an ellipsoid of the same volume with aspect ratio 1.5, the long semi-axis is \(1.5^{2/3}\) times the sphere's radius. Every column along that axis is stretched by the same factor, so \(\langle L\rangle\) rises by 31 %. This is as large as the instrument error above and opposite in sign. In a film with strong 111 texture, a symmetric scan measures columns along the film normal. Their length is limited by the film thickness and says little about the lateral grain size that enters grain-boundary resistance. Twin boundaries parallel to the surface do not cut these columns, so the twin correction given above does not apply to them.

### Order of evaluation

1. Divide out the instrument coefficient, and state the range and background used.
2. Evaluate both orders at the same physical \(L\), not at the same harmonic number, and separate the strain with (20). Stop where \(A_2\) approaches its noise level.
3. Discard the hook region, fit the remaining short-\(L\) part with a function that allows for its curvature, and divide by the intercept. With this normalisation, the negative reciprocal of the slope at the origin is \(\langle L\rangle\).
4. Form \(p=\langle L\rangle A_S''\) with a step that balances the noise in (25) against the bias of the finite difference. Use the error of \(A_S\) after step 2 for \(\sigma_A\). Compare its integral with one and its mean with \(\langle L\rangle\), allowing for the discarded range.
5. Report \(\langle L\rangle\) as an area-weighted column length along the stated reflection. Converting it to a grain diameter requires a shape and a size distribution.

If step 4 gives negative values beyond the noise, the hook, the strain model and interrupted columns are the first causes to examine. Setting the negative values to zero would hide the fault and change the mean.

## Computed values

```
convex lattice crystal: mean column from slope 10.3542 cells
convex lattice crystal: mean column counted 10.3542 cells
hollow crystal: mean segment from slope 9.5477 cells
hollow crystal: lowest apparent column count -74
input median grain diameter 40.0 nm
input logarithmic width 0.40
input lattice parameter 0.360 nm
input wavelength 0.154 nm
111 plane spacing 0.2078 nm
number-mean grain diameter 43.33 nm
initial slope of A -0.025137 1/nm
area-weighted mean column length 39.78 nm = 3.978e-08 m
mean of sampled columns 39.84 nm
volume-weighted mean column length 52.52 nm
L 10 nm: A 0.75243, A'' 2.2810e-04 1/nm2, p from A'' 0.00907 1/nm, p direct 0.00907 1/nm
L 20 nm: A 0.52758, A'' 4.3736e-04 1/nm2, p from A'' 0.01740 1/nm, p direct 0.01740 1/nm
L 30 nm: A 0.34538, A'' 5.2295e-04 1/nm2, p from A'' 0.02080 1/nm, p direct 0.02080 1/nm
L 40 nm: A 0.21415, A'' 4.5633e-04 1/nm2, p from A'' 0.01815 1/nm, p direct 0.01815 1/nm
L 60 nm: A 0.07501, A'' 2.1270e-04 1/nm2, p from A'' 0.00846 1/nm, p direct 0.00846 1/nm
most probable column length 29.9 nm
peak of p 0.02080 1/nm
input rms microstrain 0.10 %
L 20 nm, strain not removed: apparent p 0.02933 1/nm
L 20 nm, two orders, Gaussian strain: p 0.01740 1/nm
L 20 nm, two orders, flat strain distribution: p 0.05731 1/nm
mean length from strained initial slope 39.78 nm
mean length from chord 0 to 10 nm, no strain 40.39 nm
mean length from chord 0 to 10 nm, with strain 35.57 nm
input twin-boundary spacing 100 nm
twin cut rate, powder average 0.00250 1/nm
apparent mean column length with twins 36.18 nm
size integral breadth in 2theta 0.181 degrees
input Lorentzian instrument breadth in 2theta 0.050 degrees
apparent mean length, instrument not removed 28.04 nm
profile cut at s 0.3722 1/nm
area lost by cut and edge background 1.369 %
false p at L = 0 from the hook -1.0058 1/nm
input noise in A 0.0010
input second-difference step 4.0 nm
noise in p 0.00609 1/nm
p at its peak from this step, no noise 0.02072 1/nm
input grain aspect ratio 1.5
mean column along long axis / equal-volume sphere 1.310
```
